Fringe Decay in the Reflectivity of an Absorbing Amorphous Film

To fit a damped cosine to the laser reflectivity recorded during solid-phase epitaxial regrowth, one must know how strongly the interference fringes are damped with the thickness d of the remaining amorphous film. Light reflected at the buried crystal has crossed the film twice, which suggests the factor exp(−2αd), where α is the absorption coefficient for intensity. The correct factor for the fringe amplitude is exp(−αd). Fitting the other one to the same record would return half the true α, and so half the true extinction coefficient.

Let the surface be at z = 0, with vacuum above it, a uniform amorphous film from z = 0 to z = d, and a crystal filling z > d. Interfaces are flat, the materials are isotropic and nonmagnetic, and the light is coherent over the film. The field is the real part of E(z) exp(−iωt). With this sign an absorbing medium has refractive index N = n + ik with k > 0; all media here have n > 0 and k ≥ 0. Subscripts 0, 1 and 2 denote vacuum, film and crystal, so N₀ = 1. The vacuum wavelength is λ, and K = ω/c = 2π/λ.

At normal incidence E points along x and the magnetic field B along y. Maxwell's two curl equations become

dE/dz = iωB,  dB/dz = iω(N²/c²)E.

Differentiating the first and inserting the second gives

d²E/dz² = −K²N²E.

The tangential electric field is continuous at an interface. So is the tangential magnetic field, which without magnetic response means B, and by the first equation dE/dz. The solutions are exp(iKNz), travelling into the sample, and exp(−iKNz), travelling out.

Take one interface, with a wave of unit amplitude arriving from medium i, a reflected wave r and a transmitted wave t in medium j. Continuity of E and of dE/dz, the latter divided by iK, requires

1 + r = t,
Nᵢ(1 − r) = Nⱼt.

Substituting the first into the second gives Nᵢ − Nᵢr = Nⱼ + Nⱼr, hence

rᵢⱼ = (Nᵢ − Nⱼ)/(Nᵢ + Nⱼ),  tᵢⱼ = 2Nᵢ/(Nᵢ + Nⱼ).

The meaning of α follows from the energy flux. Its time average is Re(E*B)/(2μ₀), the star denoting complex conjugation. Since B = (dE/dz)/(iω), this equals Im(E* dE/dz)/(2μ₀ω). For a single forward wave E = C exp(iKN₁z),

Im(E* dE/dz) = Kn₁|C|² exp(−2Kk₁z).

The intensity of that wave therefore falls as exp(−αz), with

α = 2Kk₁ = 4πk₁/λ,

while its field falls as exp(−αz/2). This definition refers to one travelling wave; the total flux in an absorbing film also contains interference between forward and backward waves.

In the film write E = F exp(iKN₁z) + G exp(−iKN₁z). At z = d the backward wave is r₁₂ times the forward wave, because nothing returns from the half-infinite crystal:

G exp(−iKN₁d) = r₁₂F exp(iKN₁d).

With X = exp(2iKN₁d), the ratio just below the surface is

g = G/F = r₁₂X.

At z = 0, for unit incident amplitude and total reflected amplitude r, continuity gives

1 + r = F(1 + g),
1 − r = N₁F(1 − g).

Dividing the second by the first removes F, and multiplying out the denominators leaves

(1 − r)(1 + g) = N₁(1 − g)(1 + r).

Collecting the terms in r on the right,

(1 + g) − N₁(1 − g) = r[(1 + g) + N₁(1 − g)].

The left side is (1 − N₁) + g(1 + N₁), and the bracket is (1 + N₁) + g(1 − N₁). Dividing both by 1 + N₁ gives the reflected amplitude, whose squared modulus is the reflectivity:

r = (r₀₁ + r₁₂X)/(1 + r₀₁r₁₂X),
R(d) = |r|².

When the film vanishes, X = 1. Putting numerator and denominator over the common factor (1 + N₁)(N₁ + N₂) turns them into

(1 − N₁)(N₁ + N₂) + (N₁ − N₂)(1 + N₁) = 2N₁(1 − N₂),
(1 + N₁)(N₁ + N₂) + (1 − N₁)(N₁ − N₂) = 2N₁(1 + N₂).

Their ratio is (1 − N₂)/(1 + N₂), the amplitude for bare crystal, as it must be.

To isolate the fringes, subtract the reflection of an infinitely thick film:

r − r₀₁ = [r₀₁ + r₁₂X − r₀₁ − r₀₁²r₁₂X]/(1 + r₀₁r₁₂X)
  = TX/(1 + r₀₁r₁₂X),  T = r₁₂(1 − r₀₁²).

The factor in T describes passage through the surface and back, since

1 − r₀₁² = [(1 + N₁)² − (1 − N₁)²]/(1 + N₁)² = 4N₁/(1 + N₁)² = t₀₁t₁₀.

Thus TX is the first echo from the crystal, and the denominator sums the later echoes. Next split X into modulus and phase:

X = exp(−αd) exp(iqd),  q = 2Kn₁ = 4πn₁/λ.

The echo travels 2d, but its field decays at the rate α/2, so the field factor is exp(−αd). The echo's own intensity carries exp(−2αd).

Call the echo sum D = TX/(1 + uX), with u = r₀₁r₁₂. The reflectivity is

R = |r₀₁ + D|² = |r₀₁|² + 2Re(r₀₁*D) + |D|².

The identity 1/(1 + uX) = 1 − uX/(1 + uX) gives D = TX − uTX²/(1 + uX). Therefore

R(d) = |r₀₁|² + A exp(−αd) cos(qd + φ) + Q,

A = 2|r₀₁T|,  φ = arg(r₀₁*T),

Q = |D|² − 2Re[r₀₁*uTX²/(1 + uX)].

The fringe is the product of the steady surface reflection and the returning field. It is linear in that field, which is why its amplitude carries a single factor exp(−αd).

It remains to show that Q is smaller for a thick film. For any two of the media,

|Nᵢ + Nⱼ|² − |Nᵢ − Nⱼ|² = 4Re(NᵢNⱼ*) = 4(nᵢnⱼ + kᵢkⱼ) > 0,

so |rᵢⱼ| < 1. Let x = exp(−αd) and ρ = |u| < 1. Then |1 + uX| ≥ 1 − ρx, and the triangle inequality gives

|Q| ≤ x²|T|[2|r₀₁|ρ/(1 − ρx) + |T|/(1 − ρx)²].

At fixed optical constants with α > 0, Q is thus of order exp(−2αd). Dividing the bound by the fringe envelope Ax, and dropping ρx beside 1, gives the approximate criterion for a thick film:

x[ρ + |T|/(2|r₀₁|)] ≪ 1.

Weak reflection at the buried interface helps to satisfy it, so a film need not be many absorption lengths thick. A transparent film is different: α = 0, x stays at 1, and R repeats with period λ/(2n₁) without decay. The single cosine is then a good approximation if |r₁₂| is much smaller than |r₀₁|, but greater thickness does not improve it.

The result also needs a reflection from the front of the sample. Suppose the surface carries a fixed coating. Let f be the front reflection amplitude of the coated, infinitely thick film, b the amplitude with which the coating returns a backward film wave, and s and s′ the amplitudes for transmission into and out of the film. Linearity of the wave equation gives

F = s + bG,  r = f + s′G,  G = gF.

The first and third relations give F = s/(1 − bg), and hence

r = f + ss′r₁₂X/(1 − br₁₂X).

If f ≠ 0, the leading fringe is 2Re(f*ss′r₁₂X) and still decays as exp(−αd); the coating changes its strength and phase. If a coating makes f = 0, the leading term is instead |ss′r₁₂|² exp(−2αd), with no oscillation at that order. The echo's intensity then sets the reflectivity to leading order, but this term is a smooth background, not a fringe. Any oscillation comes from interference between the first echo and later ones, and its leading part, present if b ≠ 0, decays as exp(−3αd).

A measured record shows maxima and minima rather than an envelope. The derivative of the leading fringe vanishes when

α cos(qd + φ) + q sin(qd + φ) = 0,
tan(qd + φ) = −α/q = −k₁/n₁.

Successive solutions are π/q = λ/(4n₁) apart. At each of them |cos(qd + φ)| = 1/√(1 + k₁²/n₁²) = n₁/|N₁|, so every extremum lies at the same fraction of the envelope. From one to the next, towards larger d, the height shrinks by

exp(−απ/q) = exp(−πk₁/n₁).

Neighbouring extrema have opposite signs. If their midpoint is m, they sit at m ± λ/(8n₁), and half the difference between them is

S(m) = ½A(n₁/|N₁|) exp(−αm)[exp(αλ/(8n₁)) + exp(−αλ/(8n₁))]
  = A(n₁/|N₁|) cosh(πk₁/(2n₁)) exp(−αm).

A plot of ln S against m therefore has slope −α to leading order, and the reflectivity of an infinitely thick film need not be known.

For an example, take 300 nm of implanted amorphous silicon regrowing on crystalline silicon near 550 °C, observed at λ = 632.8 nm. Rough values for the hot materials are N₁ = 4.80 + 0.60i and N₂ = 4.10 + 0.05i, and a rough growth rate is v = 0.10 nm/s. The absorption coefficient is

α = 4π × 0.60/632.8 nm = 0.0119 nm⁻¹ = 1.19 × 10⁵ cm⁻¹,

so 1/α = 83.9 nm. The interface amplitudes have moduli |r₀₁| = 0.6598 and |r₁₂| = 0.0998, and |1 − r₀₁²| = 0.5691. Hence

A = 2 × 0.6598 × 0.0998 × 0.5691 = 0.0749.

The reflectivity of a very thick film is 0.4353, and that of bare crystal is 0.3695. At d = 100 nm the envelope is 0.07491 × 0.3038 = 0.02276. The fringe period is 632.8/(2 × 4.80) = 65.92 nm and φ = −2.684 rad, so the phase is 2π × 100/65.92 − 2.684 = 6.848 rad, with cosine 0.845. The leading form gives

R ≈ 0.4353 + 0.02276 × 0.845 = 0.4545,

against 0.4547 from the full expression. At 300 nm the two agree to the five decimals printed. At d = 0 they are 0.3681 and 0.3695, a difference of 0.0014. The thick-film criterion is consistent with this good agreement: ρ = 0.0658 and |T| = 0.0568, so its left side is about 0.11x. With the dropped denominators restored, the bound on the correction is 12% of the envelope at zero thickness and 0.3% at 300 nm, where x = 0.028.

At 300 nm the fringe amplitude is 0.0021. A damping factor exp(−2αd) would have made it smaller by a further factor of 0.028, about 0.00006. If the smallest visible amplitude is taken as 0.001, fringes can be followed down to a depth of

d = ln(0.0749/0.001)/α = 4.32 × 83.9 nm ≈ 360 nm.

During regrowth at constant rate d = d₀ − vt, where d₀ is the initial thickness, so the envelope grows in time as exp(αvt). In real implanted films v can change with depth, through dopants, impurities or hydrogen; time must then first be converted to thickness by counting fringes before α is read off. One fringe takes 65.92/0.10 ≈ 660 s, and 300 nm takes 3000 s. The fringes keep the same period at constant v while each becomes stronger than the last: per period of lost thickness the amplitude rises by 1/0.456 ≈ 2.2.

The decay law was tested on the extrema of a reflectivity curve computed by carrying the fields through the layers, without the thick-film expansion. Between 300 and 700 nm the slope of ln S gave a decay rate equal to α within 0.1%. Over 20 to 300 nm, the range of the regrowth itself, the rate was 0.999α. The mean spacing of extrema beyond 300 nm was 32.96 nm, in agreement with λ/(4n₁).

A real regrowing film departs from this model in several ways. The largest effect sized here is uncertainty in k₁, which depends on temperature and on the state of the amorphous material. Raising k₁ by 0.06, with all else fixed, lowers the half-swing at 200 nm by 17.6%. The exponent alone would lower it by 21%, since exp(−0.1 × 0.01192 × 200) = 0.79; the larger index contrast with the crystal raises |r₁₂| by about 4% and offsets part of the loss. A 10 K temperature error, taken roughly to raise n₁ and k₁ by 0.005 each, changes the half-swing at this thickness by −1.3% if the crystal's index is held fixed, and by about −2% if the real and imaginary parts of the crystal's index rise by the same amount. The growth rate is far more sensitive to temperature, so these figures apply at a given thickness, not at a given time. If k₁ varies with depth, a single α no longer describes the film.

The growth front may also be rough. Let the local thickness be d + h, with h Gaussian, of zero mean and standard deviation σ, and let the detector average the reflectivity over patches wide enough to be treated as separate flat films. For a Gaussian variable the mean of exp(ah) is exp(a²σ²/2), also for complex a. With a = 2iKN₁, the fringe amplitude is multiplied by

|exp(−2K²N₁²σ²)| = exp[−2K²(n₁² − k₁²)σ²] = exp[−(q² − α²)σ²/2].

For σ = 3 nm this is a loss of 3.9%, and direct averaging of the reflectivity at 200 nm gives 4.0%. This holds for patches much wider than the wavelength. Roughness on a much finer lateral scale acts instead as a graded layer; an error-function profile of the permittivity with the same σ gives a loss of about 3.5%. A constant roughness leaves the decay rate alone. Roughness that grows from zero to 3 nm over 300 nm of regrowth weakens the late, thin-film fringes, and an end-to-end estimate puts the resulting shift of the fitted α at −1.1%. The fitted shift depends on how σ grows: it is close to this value if σ or σ² is linear in the regrown thickness, and about −0.7% if σ grows quadratically.

The other effects are smaller or leave the exponent unchanged. A transition layer 3 nm thick, with an index midway between film and crystal, added beneath 200 nm of film, lowers the half-swing by 2.2%; part of this is absorption in the added layer. If its thickness stays constant it merely replaces r₁₂ by another constant. A 2 nm surface oxide of index 1.46 changes the half-swing by 0.03% and leaves the decay rate at α, as the argument for a coated surface requires. Tilting the beam by 5° lengthens the fringe period by 0.016%. The hot wafer, 500 μm thick, has an optical depth of about 500 for one pass, so treating it as half-infinite is safe. Nucleation of crystallites inside the amorphous film is not included. For these parameters, then, fringe spacing is a robust measure of thickness change once n₁ is known, whereas fringe height depends strongly on k₁. The numerical output gives the remaining values.

Calculated quantities

```
wavelength 632.8 nm, photon energy 1.959 eV
film index n1 = 4.80, k1 = 0.60 (rough)
crystal index n2 = 4.10, k2 = 0.05 (rough)
r01 = -0.6588-0.0353j, |r01| = 0.6598
r12 = 0.0827+0.0558j, |r12| = 0.0998
|1 - r01^2| = 0.5691
alpha = 0.01192 1/nm = 1.192e+05 1/cm
1/alpha = 83.9 nm
R of very thick film = 0.4353
R of bare crystal = 0.3695
fringe prefactor A = 0.0749, phase phi = -2.684 rad
d (nm) | exp(-alpha d) | A exp(-alpha d) | R exact | R leading form
    0 | 1.0000 | 0.07491 | 0.36953 | 0.36809
   50 | 0.5511 | 0.04129 | 0.41669 | 0.41509
  100 | 0.3038 | 0.02276 | 0.45469 | 0.45451
  200 | 0.0923 | 0.00691 | 0.42991 | 0.42989
  300 | 0.0280 | 0.00210 | 0.43679 | 0.43679
fringe period in thickness = 65.92 nm
extremum spacing: formula 32.958 nm, from curve 32.958 nm
growth rate 0.10 nm/s (rough), fringe period in time 659 s
time to regrow 300 nm = 3000 s
shrink factor per extremum = 0.6752, per period = 0.4559
extremum height / envelope = 0.9923
half-swing / envelope at midpoint = 1.0115
decay rate from swings, 300-700 nm = 0.01191 1/nm
decay rate from swings, 20-300 nm = 0.01190 1/nm
these rates / alpha = 1.0000, 0.9990
detection limit 0.001 reached at d = 362 nm
Neglected effects: change of fringe half-swing at d = 200 nm
interface roughness 3 nm rms: -3.96 % (formula -3.94 %)
roughness growing 0 to 3 nm over 300 nm of regrowth: alpha shifts by about -1.13 %
transition layer 3 nm: -2.16 %
surface oxide 2 nm, index 1.46: 0.03 %; decay rate / alpha = 1.0000
k1 larger by 0.06: -17.6 %
10 K error (n1 and k1 up by 0.005, rough): -1.26 %
incidence tilted by 5 degrees: fringe period +0.0162 %
optical depth of 500 um hot wafer, one pass = 496
```
